**Surface-potential crossover tested with moving charge sheets**

A film charged to potential \(V\) that promptly injects a fraction \(\varphi\) of its surface charge keeps a residual potential \(R=(1-\varphi)V\). For two films with \(V_2>V_1\), the program asserts that the decay curves cross once if \(R_2<R_1\) and not otherwise, on 60 random pairs that exclude nearly equal residues. Charge sheets moved by the field from Gauss's law reproduce the closed-form potential within \(1.9\times10^{-7}\) of the charging potential, and the crossing times within a relative error of \(1.1\times10^{-5}\). For three injection laws set by the instantaneous surface field, each with two velocity laws, it asserts that the 2 kV film does not fall below the 1 kV film by more than a numerical allowance of 0.3 %; the smallest lead found is 1.74 %. In the worked example the 1.0 and 1.5 kV curves do not cross, while the 2.0 kV curve crosses them at 387 s and 284 s. The output also gives the shift of the 387 s crossing caused by a finite injection window, later injection, deep trapping and field-dependent mobility.

## Verification by program

```python
"""Surface-potential crossover of corona-charged insulating films.

Result under test: a film charged to V2 > V1 ends below the film charged to V1
if and only if its residual potential R = (1 - phi) V is the smaller one, where
phi is the fraction of surface charge injected promptly at charging. The curves
then cross once, at a time given in closed form. If injection depends only on
the instantaneous surface field (and a common clock), the curves never cross.

Symbols: L thickness, mu mobility, V charging potential, E field, t time.
Independent road: charge sheets moved by the field that Gauss's law gives from
their sorted positions. Sheet charges are stored as charge/permittivity (V/m).
"""
import numpy as np
from scipy.constants import e, k as k_B, epsilon_0
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(7)
L = 25e-6                      # m
mu = 1e-11 * 1e-4              # m^2/(V s)
eps_r = 2.3
T = 300.0                      # K
volts = [1000.0, 1500.0, 2000.0]
rate_ref, V_ref, power, window = 0.03, 1000.0, 3, 5.0
thermal = k_B * T / e          # V
hop = 1e-9                     # m, hopping distance
E_hop = 2 * thermal / hop
E_low = volts[0] / L
pf_beta = np.sqrt(e / (np.pi * epsilon_0 * eps_r))


def ohmic(E):
    return mu * E


def hopping(E):
    return mu * E_hop * np.sinh(E / E_hop)


def poole_frenkel(E):
    return mu * E * np.exp(pf_beta * (np.sqrt(E) - np.sqrt(E_low)) / thermal)


def prompt_rate(V):
    return rate_ref * (V / V_ref) ** power


def fraction(V):
    return 1 - np.exp(-prompt_rate(V) * window)


def sheet_run(V0, t_end, steps, phi=0.0, supply=None, speed=ohmic,
              lifetime=None, sheets=1000):
    """Potential history from explicit motion of charge sheets."""
    dt = t_end / steps
    surface = (1 - phi) * V0 / L
    n = sheets if phi > 0 else 0
    pos = np.zeros(n + steps + 1)
    charge = np.zeros(n + steps + 1)
    if n:
        charge[:n] = phi * V0 / L / n
    death = np.full(n + steps + 1, np.inf)
    if lifetime is not None:
        death[:n] = -lifetime * np.log((rng.permutation(n) + 0.5) / n)
    history = np.empty(steps + 1)
    for s in range(steps + 1):
        t = s * dt
        history[s] = surface * L + charge[:n] @ (L - pos[:n])
        if n:
            order = np.argsort(pos[:n], kind="stable")
            q = charge[:n][order]
            field = np.empty(n)
            field[order] = surface + np.cumsum(q) - q / 2
            move = speed(field) * dt
            if lifetime is not None:
                move = move * (t < death[:n])
            pos[:n] = np.minimum(pos[:n] + move, L)
        if supply is not None:
            middle = surface - 0.5 * dt * supply(surface, t + dt / 2)
            dq = dt * supply(middle, t + dt / 2)
            if dq > 0:
                surface -= dq
                pos[n] = min(L, 0.5 * dt * speed(surface + dq / 2))
                charge[n] = dq
                n += 1
    return np.linspace(0, t_end, steps + 1), history


def potential(V0, phi, t):
    """Closed form for prompt partial injection and constant mobility."""
    a = mu * np.asarray(t, float) / L**2
    R = (1 - phi) * V0
    safe = np.maximum(a, 1e-30)
    early = V0 - a * (V0**2 - R**2) / 2
    middle = 1 / (2 * safe) + a * R**2 / 2
    return np.where(a * V0 < 1, early, np.where(a * R < 1, middle, R))


def crossing_time(V1, phi1, V2, phi2):
    """Closed-form crossing time and branch; None if there is no crossing."""
    R1, R2 = (1 - phi1) * V1, (1 - phi2) * V2
    if R2 >= R1:
        return None, "none"
    S = np.sqrt(R1**2 - R2**2)
    if S >= V2 - V1:
        a = 2 * (V2 - V1) / (V2**2 - V1**2 + S**2)
        return a * L**2 / mu, "before fast front arrives"
    return L**2 / (mu * (V1 + S)), "after fast front arrives"


def crossings(t, low, high):
    d = high - low
    i = np.flatnonzero(d[:-1] * d[1:] < 0)
    return t[i] + (t[i + 1] - t[i]) * d[i] / (d[i] - d[i + 1])


# Closed-form potential against moving sheets
worst = 0.0
for V in volts:
    t, sim = sheet_run(V, 1500.0, 1500, phi=fraction(V))
    worst = max(worst, np.max(np.abs(sim - potential(V, fraction(V), t))) / V)
assert worst < 1e-3

# Criterion, single crossing and crossing time on random pairs
tally = {"none": 0, "before fast front arrives": 0,
         "after fast front arrives": 0}
worst_time = 0.0
while sum(tally.values()) < 60:
    V1 = 1000.0
    V2 = V1 * rng.uniform(1.1, 3.0)
    p1, p2 = rng.uniform(0.05, 0.95, 2)
    if abs((1 - p1) * V1 - (1 - p2) * V2) < 0.05 * V1:
        continue               # too close to the border to resolve
    end = 1.5 * L**2 / (mu * V1)
    t, low = sheet_run(V1, end, 400, phi=p1, sheets=200)
    t, high = sheet_run(V2, end, 400, phi=p2, sheets=200)
    found = crossings(t, low, high)
    expected, branch = crossing_time(V1, p1, V2, p2)
    tally[branch] += 1
    if expected is None:
        assert len(found) == 0
    else:
        assert len(found) == 1
        worst_time = max(worst_time, abs(found[0] / expected - 1))
assert worst_time < 0.01 and min(tally.values()) > 0

# Injection set by the instantaneous surface field: no crossing
laws = {
    "power law": lambda E, t: 0.01 * (E / E_low) ** 3 * E,
    "exponential": lambda E, t: 2e3 * np.expm1(E / 1e7),
    "20 s window": lambda E, t: 0.05 * (E / E_low) ** 3 * E * (t < 20),
}
leads = {}
for name, law in laws.items():
    for speed in (ohmic, hopping):
        t, low = sheet_run(volts[0], 1000.0, 1500, supply=law, speed=speed)
        t, high = sheet_run(volts[2], 1000.0, 1500, supply=law, speed=speed)
        lead = np.min((high - low) / low)
        assert lead > -3e-3    # allowance for finite sheets and time steps
        leads[name, speed.__name__] = lead

# Voltage of largest residual potential: numerical maximum against formula
best = minimize_scalar(lambda V: -V * (1 - fraction(V)),
                       bounds=(300, 3000), method="bounded").x
V_peak = V_ref * (1 / (power * rate_ref * window)) ** (1 / power)
assert abs(best / V_peak - 1) < 1e-4

# The criterion does not depend on the velocity law
speed_cross = {}
for speed in (hopping, poole_frenkel):
    runs = [sheet_run(V, 800.0, 4000, phi=fraction(V), speed=speed)
            for V in volts]
    t = runs[0][0]
    assert len(crossings(t, runs[0][1], runs[1][1])) == 0
    hit = crossings(t, runs[0][1], runs[2][1])
    assert len(hit) == 1
    speed_cross[speed.__name__] = hit[0]


def pair_crossing(options):
    """Crossing time of the 1 kV and 2 kV films with a neglected effect."""
    t, low = sheet_run(volts[0], 800.0, 4000, **options(volts[0]))
    t, high = sheet_run(volts[2], 800.0, 4000, **options(volts[2]))
    hit = crossings(t, low, high)
    assert len(hit) >= 1
    return hit[0]


t_main, _ = crossing_time(volts[0], fraction(volts[0]),
                          volts[2], fraction(volts[2]))
t_window = pair_crossing(lambda V: dict(
    supply=lambda E, t: prompt_rate(V) * E * (t < window)))
assert abs(t_window / t_main - 1) < 0.03
late_rate, trap_life = 1e-4, 3000.0
t_late = pair_crossing(lambda V: dict(
    phi=fraction(V), supply=lambda E, t: late_rate * E))
t_trap = pair_crossing(lambda V: dict(phi=fraction(V), lifetime=trap_life))

print(f"thickness {L*1e6:.0f} um, mobility {mu*1e4:.0e} cm2/Vs, "
      f"eps_r {eps_r}, T {T:.0f} K")
print(f"prompt rate at 1 kV {rate_ref} 1/s, exponent {power}, "
      f"window {window:.0f} s")
for V in volts:
    p = fraction(V)
    print(f"{V/1e3:.1f} kV: field {V/L*1e-8:.2f} MV/cm, surface charge "
          f"{eps_r*epsilon_0*V/L*100:.4f} uC/cm2")
    print(f"   rate {prompt_rate(V):.4f} 1/s, injected fraction {p:.4f}, "
          f"residual {V*(1-p):.1f} V")
    print(f"   front arrives {L**2/(mu*V):.1f} s, tail arrives "
          f"{L**2/(mu*V*(1-p)):.1f} s")
    print(f"   initial decay {mu*V**2*(1-(1-p)**2)/(2*L**2):.3f} V/s")
print(f"largest residual at charging voltage {V_peak:.0f} V")
print("time (s): potential (V) of films charged to 1.0, 1.5, 2.0 kV")
for time in (0, 100, 200, 300, 400, 600, 800, 1500):
    row = [float(potential(V, fraction(V), time)) for V in volts]
    print(f"{time:5d}: " + "  ".join(f"{v:7.1f}" for v in row))
for i, j in ((0, 1), (0, 2), (1, 2)):
    A, B = volts[i], volts[j]
    tx, branch = crossing_time(A, fraction(A), B, fraction(B))
    label = f"pair {A/1e3:.1f}/{B/1e3:.1f} kV: "
    if tx is None:
        print(label + "no crossing")
    else:
        print(label + f"crossing {tx:.1f} s at "
              f"{float(potential(A, fraction(A), tx)):.1f} V, {branch}")
print(f"sheet test: largest potential error {worst:.1e} of V0")
print(f"random pairs: none {tally['none']}, before "
      f"{tally['before fast front arrives']}, after "
      f"{tally['after fast front arrives']}")
print(f"largest relative error of crossing time {worst_time:.1e}")
print("field-set injection: smallest lead of 2 kV over 1 kV film (%)")
for (name, speed_name), lead in leads.items():
    print(f"   {name}, {speed_name}: {100*lead:.2f}")
print("neglected effects, 1.0/2.0 kV pair:")
print(f"finite window: crossing {t_window:.1f} s")
print(f"later injection at {late_rate:.0e} 1/s: crossing {t_late:.1f} s")
print(f"deep trapping, lifetime {trap_life:.0f} s: crossing {t_trap:.0f} s")
print(f"hopping over {hop*1e9:.0f} nm: crossing "
      f"{speed_cross['hopping']:.1f} s")
pf_gain = np.exp(pf_beta * (np.sqrt(volts[2]/L) - np.sqrt(E_low)) / thermal)
print(f"Poole-Frenkel: mobility ratio 2 kV to 1 kV {pf_gain:.0f}, "
      f"crossing {speed_cross['poole_frenkel']:.1f} s")
print(f"diffusion length at crossing "
      f"{np.sqrt(2*mu*thermal*t_main)*1e6:.2f} um")
sigma_dc = 1e-18               # S/cm, rough
tau_dc = eps_r * epsilon_0 / (sigma_dc * 100)
print(f"ohmic leakage at {sigma_dc:.0e} S/cm: loss by crossing "
      f"{100*(1-np.exp(-t_main/tau_dc)):.2f} %")
E_act = 1.0                    # eV, rough
speedup = np.exp(E_act * e / k_B * (1 / T - 1 / (T + 10)))
print(f"10 K warmer, activation {E_act:.1f} eV: mobility x {speedup:.2f}")
density = fraction(volts[2]) * eps_r * epsilon_0 * volts[2] / (L**2 * e)
print(f"mean injected density, 2 kV film {density*1e-6:.1e} cm-3")
E_break = 5.0                  # MV/cm, rough
print(f"largest field / rough breakdown field of {E_break:.0f} MV/cm: "
      f"{volts[2]/L*1e-8/E_break:.2f}")
print("finished without a failed check")
```

It prints:

```
thickness 25 um, mobility 1e-11 cm2/Vs, eps_r 2.3, T 300 K
prompt rate at 1 kV 0.03 1/s, exponent 3, window 5 s
1.0 kV: field 0.40 MV/cm, surface charge 0.0815 uC/cm2
   rate 0.0300 1/s, injected fraction 0.1393, residual 860.7 V
   front arrives 625.0 s, tail arrives 726.1 s
   initial decay 0.207 V/s
1.5 kV: field 0.60 MV/cm, surface charge 0.1222 uC/cm2
   rate 0.1012 1/s, injected fraction 0.3972, residual 904.1 V
   front arrives 416.7 s, tail arrives 691.3 s
   initial decay 1.146 V/s
2.0 kV: field 0.80 MV/cm, surface charge 0.1629 uC/cm2
   rate 0.2400 1/s, injected fraction 0.6988, residual 602.4 V
   front arrives 312.5 s, tail arrives 1037.5 s
   initial decay 2.910 V/s
largest residual at charging voltage 1305 V
time (s): potential (V) of films charged to 1.0, 1.5, 2.0 kV
    0:  1000.0   1500.0   2000.0
  100:   979.3   1385.4   1709.0
  200:   958.5   1270.8   1418.1
  300:   937.8   1156.2   1127.1
  400:   917.1   1041.6    897.4
  600:   875.6    913.2    695.0
  800:   860.7    904.1    622.9
 1500:   860.7    904.1    602.4
pair 1.0/1.5 kV: no crossing
pair 1.0/2.0 kV: crossing 387.1 s at 919.7 V, after fast front arrives
pair 1.5/2.0 kV: crossing 283.5 s at 1175.1 V, before fast front arrives
sheet test: largest potential error 1.9e-07 of V0
random pairs: none 43, before 9, after 8
largest relative error of crossing time 1.1e-05
field-set injection: smallest lead of 2 kV over 1 kV film (%)
   power law, ohmic: 1.81
   power law, hopping: 1.74
   exponential, ohmic: 5.34
   exponential, hopping: 5.16
   20 s window, ohmic: 5.43
   20 s window, hopping: 5.10
neglected effects, 1.0/2.0 kV pair:
finite window: crossing 389.2 s
later injection at 1e-04 1/s: crossing 389.9 s
deep trapping, lifetime 3000 s: crossing 416 s
hopping over 1 nm: crossing 335.6 s
Poole-Frenkel: mobility ratio 2 kV to 1 kV 159, crossing 344.0 s
diffusion length at crossing 0.14 um
ohmic leakage at 1e-18 S/cm: loss by crossing 0.19 %
10 K warmer, activation 1.0 eV: mobility x 3.48
mean injected density, 2 kV film 2.8e+14 cm-3
largest field / rough breakdown field of 5 MV/cm: 0.16
finished without a failed check
```
